# Minimum ambipolar current of a symmetric Schottky-barrier wire transistor

Consider coherent transport in a uniform wire transistor with identical source and drain contacts, equal electron and hole masses, and the same contact barrier for both carriers. With the gate voltage measured from flat band, the current is an even function of it about the mean of the source and drain potentials:

$$I(V_G)=I(V_S+V_D-V_G),\qquad V_m=\frac{V_S+V_D}{2}.$$

The slope of $I$ therefore vanishes at $V_G=V_m$, where electrons and holes carry equal currents. The point is a minimum if the electron current, as a function of gate voltage, has positive curvature there. With the source at zero potential the midpoint is $V_G=V_D/2$. Unequal barriers displace the minimum, by an amount derived below.

Let the semiconductor occupy $0<x<L$ between two identical metal contacts, with $V_S<V_D$. Energies are in eV and potentials in volts, so an electron at potential $\psi$ has potential energy $-\psi$, and the contact Fermi levels are $-V_S$ and $-V_D$. The gap is $2\Delta$. Each contact Fermi level is pinned at midgap, which makes both barriers equal to $\Delta$. The gate voltage is measured from flat band: with $V_S=V_D=V_G$ the bands are flat. If the applied gate voltage contains a flat-band offset $V_{FB}$, then $V_G$ is the applied value minus $V_{FB}$, and every result shifts rigidly by $V_{FB}$.

The potential comes first. Along a thin wire the change of longitudinal electric flux is balanced by flux passing to the gate, which is proportional to $\psi-V_G$. Without fixed charge, and with mobile charge neglected because the carrier density is low, this gives

$$\lambda^2\frac{d^2\psi}{dx^2}=\psi-V_G,\qquad \psi(0)=V_S,\quad \psi(L)=V_D,$$

where $\lambda$ is the electrostatic screening length. The difference $\psi-V_G$ is a combination of $\sinh(x/\lambda)$ and $\sinh[(L-x)/\lambda]$. Each of these vanishes at one end, so the boundary values fix the coefficients separately:

$$\psi(x)=V_G+\frac{(V_S-V_G)\sinh\frac{L-x}{\lambda}+(V_D-V_G)\sinh\frac{x}{\lambda}}{\sinh(L/\lambda)}.$$

For $L\gg\lambda$ the bands bend near the contacts and form a plateau between them, with midgap energy $-V_G$.

Now change the gate voltage to $V_G'=V_S+V_D-V_G$ and consider the function

$$\psi'(x)=V_S+V_D-\psi(L-x),$$

in which the prime labels the second device and is not a derivative. Two differentiations give

$$\lambda^2\frac{d^2\psi'}{dx^2}=-\big[\psi(L-x)-V_G\big]=\psi'(x)-(V_S+V_D)+V_G=\psi'(x)-V_G'.$$

Also $\psi'(0)=V_S+V_D-V_D=V_S$, and likewise $\psi'(L)=V_D$. So $\psi'$ is the potential at gate voltage $V_G'$: the original profile, turned upside down and reflected end to end.

The carriers are described by a two-band model with equal electron and hole masses. Let $a$ and $b$ be the amplitudes of right-moving and left-moving waves, coupled by the gap. With $\varepsilon(x)=E+\psi(x)$, the energy measured from local midgap, they obey

$$\frac{da}{dx}=\frac{i}{\hbar v}(\varepsilon a-\Delta b),\qquad
\frac{db}{dx}=\frac{i}{\hbar v}(\Delta a-\varepsilon b).$$

For constant $\varepsilon$, a wave $e^{ikx}$ requires $(\hbar vk)^2=\varepsilon^2-\Delta^2$, so propagation needs $|\varepsilon|>\Delta$ and the gap is indeed $2\Delta$. The metals are represented by leads with the same $v$ but $\Delta=0$, where the two amplitudes decouple. The flux is proportional to $|a|^2-|b|^2$. It is conserved, because the equations give

$$\frac{d|a|^2}{dx}=\frac{d|b|^2}{dx}=\frac{2\Delta}{\hbar v}\,\mathrm{Im}(a^*b).$$

From a solution at energy $E$ and gate voltage $V_G$, form

$$\tilde a(x)=-b^*(L-x),\qquad \tilde b(x)=a^*(L-x).$$

Differentiating the first, where the minus sign cancels the one from the reflected argument, gives

$$\frac{d\tilde a}{dx}=\left(\frac{db}{dx}\right)^*_{L-x}
=-\frac{i}{\hbar v}(\Delta a^*-\varepsilon b^*)_{L-x}
=\frac{i}{\hbar v}(\tilde\varepsilon\,\tilde a-\Delta\tilde b),$$

with $\tilde\varepsilon(x)=-\varepsilon(L-x)$. The second gives

$$\frac{d\tilde b}{dx}=-\left(\frac{da}{dx}\right)^*_{L-x}
=\frac{i}{\hbar v}(\varepsilon a^*-\Delta b^*)_{L-x}
=\frac{i}{\hbar v}(\Delta\tilde a-\tilde\varepsilon\,\tilde b).$$

These are the original equations with $\varepsilon$ replaced by $\tilde\varepsilon$. To see which device they describe, set

$$E'=-(V_S+V_D)-E.$$

Then $E'+\psi'(x)=-E-\psi(L-x)=\tilde\varepsilon(x)$. The new solution thus belongs to energy $E'$ and gate voltage $V_G'$.

Suppose the original wave enters from the source with unit amplitude: $a(0)=1$, $b(0)=r$, $a(L)=t$, $b(L)=0$. The new one has $\tilde b(L)=1$, $\tilde a(L)=-r^*$, $\tilde b(0)=t^*$ and $\tilde a(0)=0$. It enters from the drain and is transmitted with probability $|t|^2$. For one channel in each lead, transmission from either side is the same: flux conservation makes the $2\times2$ scattering matrix unitary, and the unit norms of its first row and first column force its two off-diagonal elements to have equal magnitude. Hence

$$T(E';V_G')=T(E;V_G).$$

The occupations must match as well. Let $F(z)=1/(1+e^{z/kT})$, with $kT$ in eV, so that $f_S(E)=F(E+V_S)$ and $f_D(E)=F(E+V_D)$. Since $F(-z)=1-F(z)$,

$$f_S(E')=F(-E-V_D)=1-f_D(E),\qquad f_D(E')=1-f_S(E),$$

and subtraction yields $f_S(E')-f_D(E')=f_S(E)-f_D(E)$. The coherent current through one spin-degenerate subband is

$$I=G_0\int_{-\infty}^{\infty}T(E)\,[f_S(E)-f_D(E)]\,dE,\qquad G_0=\frac{2e^2}{h},$$

where an energy integral in eV has the numerical value of a voltage. At $V_G'$, use $E'$ as the integration variable and then replace it by $E$. The minus sign in $dE'=-dE$ is absorbed by exchanging the limits, and the integrand is unchanged. This proves the stated evenness within the model, without a semiclassical approximation for tunnelling.

To decide between minimum and maximum, write $u=V_G-V_m$ and divide the integral at the plateau midgap energy $-V_G$. Call the part from above it $I_n$ and the part from below it $I_p$. In a long channel these are the electron and hole currents, since direct tunnelling through the middle of the gap is weak. The map $E\to E'$ exchanges the two parts, because $E>-V_G$ is equivalent to $E'<-V_G'$. Therefore

$$I_p(u)=I_n(-u),\qquad I(u)=I_n(u)+I_n(-u).$$

Differentiation gives $dI/du=0$ at $u=0$, and

$$\left.\frac{d^2I}{du^2}\right|_0=2\left.\frac{d^2I_n}{du^2}\right|_0 .$$

Positive curvature of $I_n$ makes the midpoint a strict local minimum. If $I_n$ is strictly convex on the whole interval $[-c,c]$, then $I_n(u)+I_n(-u)>2I_n(0)$ for every nonzero $u$ in it, and the midpoint is the lowest point of that interval.

The condition matters. Take as a purely mathematical illustration a saturating branch $I_n\propto[1+e^{-(u+u_0)/s}]^{-1}$ with $u_0>0$. Its inflection lies at $u=-u_0$, so it is concave at $u=0$. The summed current is still even, but its midpoint is a local maximum. Symmetry fixes the stationary point and the shape of the branches decides its character.

Below the onset of strong conduction the required shape has a simple origin. The plateau conduction edge is at $-V_G+\Delta$, which lies $\Delta-(V_G-V_S)$ above the source Fermi level. Let $\epsilon$ be the energy relative to this edge. If the source occupation is in its Boltzmann tail where transmission matters, and the drain occupation is negligible there, then

$$I_n\simeq G_0\,e^{-[\Delta-(V_G-V_S)]/kT}\int T\,e^{-\epsilon/kT}\,d\epsilon .$$

Raising the gate voltage lowers the activation energy for electrons, while the hole activation energy $\Delta-(V_D-V_G)$ rises by the same amount. At $V_m$ the two are equal. Let $J$ be the remaining integral, which depends on the gate through $T$. The slope voltage $s$ of the electron current obeys

$$\frac1s=\frac{d\ln I_n}{dV_G}=\frac{1}{kT}+\frac{d\ln J}{dV_G},$$

with $kT$ here read in volts. If $1/s$ varies little near the midpoint, $I_n(u)\simeq I_n(0)e^{u/s}$, and the two branches add to

$$I(u)\simeq I(0)\cosh(u/s).$$

For a numerical case take $\Delta=0.30$ eV, $\hbar v=0.60$ eV nm, $L=20$ nm, $\lambda=2$ nm and a temperature of 300 K, for which $kT=25.85$ meV. With $V_S=0.10$ V and $V_D=0.40$ V the midpoint is $(0.10+0.40)/2=0.25$ V. These are round model parameters, not those of a particular material. The amplitude equations are integrated numerically through thin slices of the wire. The closed-form potential was tested against a finite-difference solution, the transmission at one energy against a differential-equation solver, and the symmetry of $T$ at a set of energies.

A search for the lowest current between $V_S$ and $V_D$, with no symmetry imposed on it, returns 0.25000 V. Each branch carries 1.24 nA there, which gives a total of 2.48 nA. At $V_G=0.30$ V the electrons carry 6.38 nA and the holes 0.240 nA, together 6.62 nA. At 0.20 V the two contributions are exchanged and the total is the same. At either end of the range, 0.10 V or 0.40 V, it is between 142 and 143 nA. Refining the slices and the energy grid raises these currents by 0.03 to 0.05%.

The slope voltage at the midpoint is $s=30.5$ mV. For $u=30$ mV the hyperbolic cosine predicts $I(u)/I(0)=\cosh(30/30.48)=1.525$, and the computed ratio is 1.524. At $u=150$ mV it predicts about $2.48\times68.6=170$ nA, some 19% above the computed 142 nA, because the branch no longer follows its midpoint exponential.

That $s$ exceeds $kT$ says something about the contacts. In the Boltzmann expression,

$$\frac{d\ln J}{dV_G}=\frac1{0.03048}-\frac1{0.02585}\simeq-5.9\ \mathrm{V^{-1}},$$

so the thermally weighted transmission falls as the gate voltage rises. The potential shows how the source barrier contributes. For $L\gg\lambda$ the conduction edge near the source lies about $(V_G-V_S)e^{-x/\lambda}$ above the plateau edge, so at fixed $\epsilon$ the barrier becomes higher and thicker as the gate voltage rises. The drain end matters much less. At fixed $\epsilon$, $J$ depends only on $V_S-V_G$ and $V_D-V_G$, so the drain end's share of $d\ln J/dV_G$ is minus the direct effect of $V_D$ on $\ln I_n$. That effect is found below to be about $0.4\ \mathrm{V^{-1}}$, which leaves about $-5.5\ \mathrm{V^{-1}}$ for the source end. Evaluated directly, with the integral cut off at the source Fermi level, $d\ln J/dV_G$ is $-5.8\ \mathrm{V^{-1}}$, of which $-5.4\ \mathrm{V^{-1}}$ comes from the source end; the small difference is the error of the Boltzmann tail.

The minimum current depends strongly on drain bias. With $V_S$ fixed, raising $V_D$ by $dV_D$ raises the midpoint gate voltage by $dV_D/2$. Since $I_{\min}=2I_n$ at the midpoint,

$$\frac{d\ln I_{\min}}{dV_D}=\frac{1}{2s}+\left.\frac{\partial\ln I_n}{\partial V_D}\right|_{V_G}.$$

If the source end and the gate control the electron current, the last term is small. Here $1/(2s)=16.4\ \mathrm{V^{-1}}$, against a computed total of $16.8\ \mathrm{V^{-1}}$, so the direct effect of the drain is about $0.4\ \mathrm{V^{-1}}$. Near this bias the current at the minimum grows at a rate of tenfold for each $\ln10/16.8\simeq0.14$ V of drain bias. Placing the gate at the midpoint gives the least current available at that bias, which need not be a small current.

Suppose next that the barriers differ: $\Delta+\delta$ for electrons and $\Delta-\delta$ for holes at both contacts, with the gate reference unchanged. The midgap energies at the contacts rise by $\delta$, so the boundary values become $V_S-\delta$ and $V_D-\delta$. The inverted and reflected potential has $\psi'(0)=V_S+V_D-(V_D-\delta)=V_S+\delta$. The symmetry operation therefore also reverses $\delta$:

$$I_p(u,\delta)=I_n(-u,-\delta),\qquad I(u,\delta)=I_n(u,\delta)+I_n(-u,-\delta).$$

The stationary point $u^*$ satisfies

$$0=\frac{\partial I_n}{\partial u}(u^*,\delta)-\frac{\partial I_n}{\partial u}(-u^*,-\delta).$$

Expand both terms about the origin. The constants cancel, the linear parts add, and

$$0=2\left(u^*\frac{\partial^2I_n}{\partial u^2}+\delta\,\frac{\partial^2I_n}{\partial u\,\partial\delta}\right)_0
\quad\Rightarrow\quad
u^*\simeq-\delta\left.\frac{\partial^2I_n/\partial u\,\partial\delta}{\partial^2I_n/\partial u^2}\right|_0 .$$

Since $I(u,\delta)=I(-u,-\delta)$, the shift is odd in $\delta$, and for smooth branches the first correction is cubic. For barriers of 0.310 eV and 0.290 eV, that is $\delta=10$ meV, the formula gives 1.77 mV. Direct location of the stationary point also gives 1.77 mV. The minimum moves towards higher gate voltage, where the electrons, which have the higher barrier, receive more help from the gate.

The shift is less than a fifth of $\delta$. The activation energy $\Delta-(V_G-V_S)$ is set by the plateau and does not contain $\delta$; the contact barrier enters through the transmission. In this example, therefore, a modest barrier asymmetry moves the minimum by much less than the asymmetry itself. The same ratio should not be carried over to other contacts, another screening length or a larger drain bias. In this model $u^*/\delta$ is about 0.08 for $\lambda=1$ nm and 0.5 for $\lambda=4$ nm, and for $\lambda=2$ nm it rises to about 0.5 at a bias of 0.8 V and 0.9 at 1.0 V, where the minimum is flat.

A different asymmetry leaves the slopes equal but changes the prefactors, so that $I=Ae^{u/s}+Be^{-u/s}$. Setting the derivative to zero gives $Ae^{u^*/s}=Be^{-u^*/s}$, hence

$$u^*=\frac{s}{2}\ln\frac{B}{A}.$$

A hole prefactor twice the electron prefactor would shift the minimum by $(30.5/2)\ln2\simeq11$ mV. The two currents are still equal at this minimum, but that depends on equal slopes. If the slope voltages are $s_n$ and $s_p$, the stationary condition is $I_n/s_n=I_p/s_p$, and the currents at the minimum differ.

At larger drain bias the exponential law must end. At the midpoint the plateau conduction edge meets the source Fermi level when $(V_D-V_S)/2=\Delta$, here at a bias of 0.60 V. The valence edge meets the drain Fermi level at the same bias. An ideal limit shows what follows. Let $T=1$ above the plateau edge and zero in the gap, and neglect the drain occupation. Then

$$I_n=G_0\int_{\Delta-V_G}^{\infty}F(E+V_S)\,dE=G_0kT\ln(1+e^y),\qquad y=\frac{V_G-V_S-\Delta}{kT}.$$

Two derivatives with respect to gate voltage give

$$\frac{1}{I_n}\frac{d^2I_n}{dV_G^2}=\frac{1}{(kT)^2}\,\frac{e^y}{(1+e^y)^2\ln(1+e^y)}>0 .$$

The midpoint remains a minimum, but for $y\gg1$ the relative curvature falls as $e^{-y}/y$ and the minimum becomes very flat. Physically, a small gate step upwards then adds only slightly more electron current than it removes hole current.

The full calculation shows the same flattening, though less severe. The relative curvature of the total current at the midpoint, which by the symmetry equals that of $I_n$, is about $1080\ \mathrm{V^{-2}}$ at a bias of 0.4 V, $605\ \mathrm{V^{-2}}$ at 0.6 V, $79\ \mathrm{V^{-2}}$ at 0.8 V and $16\ \mathrm{V^{-2}}$ at 1.0 V. At 0.8 V the ideal limit has $y=0.10/0.02585=3.87$ and gives only about $8\ \mathrm{V^{-2}}$. The difference reflects the departure of the transmission from a unit step. The associated voltage scale, the inverse square root of the relative curvature, widens from 30 mV at 0.4 V to 250 mV at 1.0 V. In a measurement of finite resolution, the position of such a broad minimum is correspondingly harder to determine.

At all five biases examined, from 0.2 V to 1.0 V, the curvature is positive and the lowest current lies at the midpoint. That scan used 10 mV steps out to 0.2 V from the midpoint, or to 0.1 V for the smallest bias. It supports the minimum for these parameters and does not prove it for all. The neglect of mobile charge is strained wherever a plateau band edge reaches or passes a contact Fermi level, since the carrier density need not then be small. This happens at the midpoint for biases of 0.6 V and above, and at or towards the ends of the gate sweeps for biases of 0.3 V and 0.4 V, including the 142 nA points at 0.10 V and 0.40 V. Scattering, higher subbands and the detailed chemistry of the interfaces are absent throughout. The values behind these comparisons are in the numerical output.

## Calculated quantities

```
half gap = each barrier: 0.30 eV; hbar*v: 0.60 eV nm
channel length: 20 nm; screening length: 2 nm
temperature: 300 K; kT: 25.85 meV
V_S: 0.10 V; V_D: 0.40 V; midpoint: 0.250 V
transmission at E = 0.08 eV: slices 0.1442, ODE 0.1442
gate voltage of minimum found by search: 0.25000 V
at midpoint: I_n 1.2392 nA, I_p 1.2392 nA, total 2.4785 nA
relative change of total on finer grids: 2.4e-04
V_G (V) | I_n (nA) | I_p (nA) | total (nA)
0.10 | 8.8453e-03 | 1.4245e+02 | 1.4246e+02
0.15 | 4.6353e-02 | 3.2145e+01 | 3.2191e+01
0.20 | 2.4013e-01 | 6.3805e+00 | 6.6206e+00
0.25 | 1.2392e+00 | 1.2392e+00 | 2.4785e+00
0.30 | 6.3805e+00 | 2.4013e-01 | 6.6206e+00
0.35 | 3.2145e+01 | 4.6353e-02 | 3.2191e+01
0.40 | 1.4245e+02 | 8.8453e-03 | 1.4246e+02
slope voltage s: 30.48 mV
I(u)/I(0) at u = 30 mV: computed 1.5243, cosh 1.5248
d ln I_min/dV_D: computed 16.78 1/V, 1/(2s) 16.40 1/V
electron barrier 0.310 eV, hole barrier 0.290 eV
shift of minimum: computed 1.766 mV, formula 1.771 mV
V_D-V_S (V) | I(0) (nA) | I''/I (1/V^2) | |u| of lowest current (mV)
0.2 | 4.5644e-01 | 1052.06 | 0
0.4 | 1.3176e+01 | 1079.76 | 0
0.6 | 3.0605e+02 | 605.14 | 0
0.8 | 2.2055e+03 | 79.40 | 0
1.0 | 5.9092e+03 | 15.91 | 0
```
